# Exact defocus phase in a medium and its quadratic limit, part 2

When the observation plane moves, the plane waves that form an image change their relative phases. The exact defocus phase is known from the first half; the question now is how well a quadratic form replaces it.

The medium is uniform, with index $n$ and no absorption. The vacuum wavelength is $\lambda$, and $k = 2\pi n/\lambda$. Fields vary in time $t$ as $\exp(-i\omega t)$. Lengths are in nm and phases in rad. The shift $z$ is along the optical axis, positive downstream; $x$ and $y$ are across it.

Each field component $E$ is a sum of transverse waves with amplitude $f$ and transverse frequency $q$, which obey

$$
\frac{d^2 f}{dz^2} + (k^2 - q^2) f = 0 .
$$

For $q < k$, the angle $\theta$ to the axis is given by $q = k \sin\theta$. The downstream wave gains $k z \cos\theta$, and the axial wave gains $k z$. The difference is the defocus phase:

$$
\phi(\theta) = k z \cos\theta - k z = - \frac{2\pi n z}{\lambda} \, (1 - \cos\theta) .
$$

The common factor $e^{ikz}$ drops out of the intensity. Two waves at angles $\theta$ and $\theta'$ keep the difference

$$
\phi(\theta) - \phi(\theta') = k z \, (\cos\theta - \cos\theta') .
$$

The pupil radius $\rho$ runs from zero at the centre to one at the edge, where $n \sin\theta$ equals the numerical aperture $\mathrm{NA}$.

Two other routes give the same phase. In one, distances are taken from points on a remote sphere about the focus to the shifted point: they grow by $z \cos\theta$, and the axial one by $z$. In the other, the real-space diffraction integral, the field at $z > 0$ is the sum of the responses to all points of the plane $z = 0$. At distance $D = \sqrt{r^2 + z^2}$ from a point, with $r$ measured across the axis, the response is

$$
h(r, z) = - \frac{1}{2\pi} \frac{\partial}{\partial z} \frac{e^{ikD}}{D} .
$$

Evaluated numerically at four pupil positions, this integral differs from the formula by at most $1.1 \times 10^{-5}$ rad.

An earlier example fixed $n \sin\theta = 0.90$, with $\lambda = 200$ nm and $z = 50$ nm. The phase is $-0.886$ rad for $n = 1.00$ and $-0.471$ rad for $n = 1.50$.

## The quadratic limit and its error

In this half, $\lambda$ is the vacuum wavelength, $n$ the index of the medium, $k = 2\pi n / \lambda$, and $z$ the downstream shift of the observation plane. A plane wave at angle $\theta$ to the axis gains, relative to the axial wave, the phase

$$
\phi = - k z \, (1 - \cos\theta) .
$$

The pupil radius $\rho$ obeys $n \sin\theta = \mathrm{NA} \, \rho$, with $\mathrm{NA} < n$, and the time factor is $\exp(-i\omega t)$. For brevity write $s = \sin\theta$ and $c = \cos\theta = \sqrt{1 - s^2}$.

The binomial series of the square root is

$$
c = (1 - s^2)^{1/2} = 1 - \frac{s^2}{2} - \frac{s^4}{8} - \frac{s^6}{16} - \dots ,
$$

so that

$$
1 - c = \frac{s^2}{2} + \frac{s^4}{8} + \frac{s^6}{16} + \dots .
$$

Keeping the first term gives the quadratic pupil phase:

$$
\phi_2 = - \frac{k z s^2}{2} = - \frac{\pi n z}{\lambda} \, s^2
= - \frac{\pi z \, \mathrm{NA}^2}{n \lambda} \, \rho^2 .
$$

In the last step $s^2 = \mathrm{NA}^2 \rho^2 / n^2$, and one power of $n$ cancels. This is why the index stands in the numerator when the phase is written with the angle, and in the denominator when it is written with the pupil radius.

The quadratic form meant here is quadratic in $\sin\theta$, since that is the quantity proportional to pupil radius. A form quadratic in $\theta$ itself has the same leading term but an error of the opposite sign. The identity $1 - \cos\theta = 2 \sin^2(\theta/2)$, together with $\sin(\theta/2) \le \theta/2$, shows that $\theta^2/2$ is never too small. The series above has positive terms throughout, so $s^2/2$ is never too large.

The quadratic phase also belongs to an approximate wave equation. Write the amplitude of one transverse wave as $f = u(z) \, e^{ikz}$. Its second derivative is $(u'' + 2 i k u' - k^2 u) \, e^{ikz}$, and the equation $f'' + (k^2 - q^2) f = 0$ becomes

$$
u'' + 2 i k u' - q^2 u = 0 .
$$

If $u''$ is dropped, then $u' = q^2 u / (2 i k) = - i q^2 u / (2k)$. The solution has the phase $-q^2 z / (2k)$, which is $\phi_2$ because $q = k s$. The size of the dropped term can be judged from the exact solution $u = u(0) \, e^{-ikz(1 - c)}$. Each derivative of it brings down a factor of magnitude $k (1 - c)$, and so

$$
\frac{|u''|}{|2 k u'|} = \frac{k (1 - c)}{2k} = \frac{1 - c}{2} .
$$

This ratio is small when the angle is small, and it does not depend on $z$.

The error of the quadratic phase can be found without a series. The identity

$$
s^2 = 1 - c^2 = (1 - c)(1 + c)
$$

gives the ratio of the exact phase to the quadratic one:

$$
\frac{\phi}{\phi_2} = \frac{1 - c}{s^2 / 2} = \frac{2}{1 + c} .
$$

The ratio is one on the axis and rises steadily toward two as the angle nears $\pi/2$. The quadratic phase is thus too small in magnitude at every nonzero angle. Relative to the exact phase, the part it misses is $1 - (1 + c)/2 = (1 - c)/2$, the same number as the size of the dropped term above. The missing phase itself is

$$
\phi - \phi_2 = - k z \left[ (1 - c) - \frac{(1 - c)(1 + c)}{2} \right]
= - k z \, (1 - c) \, \frac{1 - c}{2}
= - \frac{\pi n z}{\lambda} \, (1 - c)^2 .
$$

At small angles $1 - c \approx s^2/2$, and the missing phase becomes $-k z s^4 / 8$, in agreement with the second term of the series. Phases computed from explicit distances to a remote sphere test this law: halving $\sin\theta$ from $0.02$ to $0.01$ reduces the difference as the power $4.0002$ of $\sin\theta$. The small excess over four has the sign expected from the next term of the series, which is also positive.

For numbers, take round parameters: $\lambda = 200$ nm, $n = 1.5$, $\mathrm{NA} = 1.35$ and $z = 50$ nm. The common axial phase is

$$
k z = \frac{2\pi \times 1.5 \times 50}{200} = 2.356 \ \text{rad} .
$$

At half the pupil radius, $s = 1.35 \times 0.5 / 1.5 = 0.45$ and $c = 0.893$. The exact phase is $-2.356 \times 0.107 = -0.252$ rad. The quadratic phase is $-2.356 \times 0.45^2 / 2 = -0.239$ rad, and the ratio is $1.06$. At the edge, $s = 0.9$ and $c = 0.436$. The exact phase is $-2.356 \times 0.564 = -1.329$ rad, the quadratic phase is $-2.356 \times 0.405 = -0.954$ rad, and the ratio is $1.39$. At the edge the quadratic form thus misses $0.375$ rad, or 28 % of the exact phase. The values at two further radii are in the numerical output below.

It might seem that a larger focus shift in the quadratic form would make up for the loss. The ratio $2/(1 + c)$ changes with angle, so a single factor cannot do this over the whole pupil. Suppose that $z$ in the quadratic form is replaced by $z' = 2z/(1 + c_0)$, which makes the two phases agree at the angle whose cosine is $c_0$. The remaining difference is

$$
\phi + \frac{k z' s^2}{2}
= - k z (1 - c) + \frac{k z (1 - c)(1 + c)}{1 + c_0}
= k z \, (1 - c) \, \frac{c - c_0}{1 + c_0} .
$$

It vanishes on the axis and at the matched angle, and for $z > 0$ it is positive between them. With the match at the pupil edge, $c_0 = 0.436$. At $\rho = 0.75$, where $c = 0.738$, the difference is $2.356 \times 0.262 \times 0.302 / 1.436 = 0.13$ rad. A rescaled focus shift reduces the largest error in this example but does not remove it.

At leading order the part that cannot be removed varies as $\rho^4$, which is the pupil dependence of primary spherical aberration. This does not mean that a shift of focus spoils the wave. The exact phase is proportional to $z$, so moving the plane back by the same distance in the same medium cancels it at every angle. The $\rho^4$ term appears when one tries to cancel a real shift of focus with a phase that is purely quadratic in the pupil, or when a model uses the quadratic phase in place of the exact one. It also appears when a shift in one medium is offset by a shift in another. With $\lambda$ and $\mathrm{NA}$ as above, a depth of 100 nm in a layer of index $1.7$ has its $\rho^2$ term cancelled by a shift of $100 \times 1.5 / 1.7 = 88$ nm in the medium of index $1.5$, but a remainder of $0.25$ rad is left at the pupil edge.

The two phases also differ in where they send a ray. Consider a narrow bundle of waves with transverse frequencies near $q$, in the plane that contains the axis. Its field contains the phase $q x + \phi(q)$, and the bundle is centred where neighbouring waves stay in step, that is, where the derivative of this phase with respect to $q$ is zero. Hence $x = -d\phi/dq$. The exact phase is $\phi = z \sqrt{k^2 - q^2} - k z$, and

$$
x = - \frac{d\phi}{dq} = \frac{z q}{\sqrt{k^2 - q^2}} = z \, \frac{s}{c} = z \tan\theta .
$$

This is the sideways shift of a straight ray that crosses a depth $z$ at angle $\theta$. The quadratic phase $-q^2 z/(2k)$ gives $x = z q / k = z \sin\theta$ instead, which is too small by the factor $\cos\theta$. At the pupil edge of the example the exact shift is $50 \times 0.9 / 0.436 = 103$ nm, and the quadratic one is $50 \times 0.9 = 45$ nm. The ray position suffers more than the phase does: its relative error is $1 - c$, twice the relative error $(1 - c)/2$ of the phase.

A small angle makes the relative error small. It does not by itself make the phase error small, because the missing phase also grows with $z$. The quadratic form is safe when

$$
\frac{\pi n |z|}{\lambda} \, (1 - c)^2 \ll 1
$$

for all the waves that matter. Take $s = 0.2$, for which $1 - c = 0.0202$, and allow an error of $0.1$ rad. With the same wavelength and index, this error is reached at

$$
|z| = \frac{0.1 \, \lambda}{\pi n (1 - c)^2}
= \frac{0.1 \times 200 \ \text{nm}}{\pi \times 1.5 \times 0.0202^2}
\approx 10400 \ \text{nm} ,
$$

or about $10.4$ µm. The relative error there is $(1 - c)/2$, only about 1 %, but the whole defocus phase has grown to nearly 10 rad. At the pupil edge of the example, an error of $0.375$ rad is already present at 50 nm.

What this does to a printed pattern can be seen in the image of a grating. Let the lines run along $y$ with period $p$, measured in the image, and let the mask be lit along the axis by coherent light. Suppose that the lens passes the orders $0$ and $\pm 1$, with real, positive amplitudes $a_0$ and $a_1$ that are in phase at $z = 0$. The first orders have the transverse frequency $q = 2\pi/p$. Setting this equal to $k \sin\theta$ gives

$$
\sin\theta = \frac{2\pi}{p k} = \frac{\lambda}{n p} .
$$

Let the electric field point along the lines. It then has the same direction in all three waves, which add as plain numbers. Without the common factor $e^{ikz}$, the field is

$$
E = a_0 + a_1 e^{i\phi} \left( e^{iqx} + e^{-iqx} \right)
= a_0 + 2 a_1 e^{i\phi} \cos q x .
$$

Its squared magnitude is

$$
I = a_0^2 + 4 a_0 a_1 \cos\phi \, \cos q x + 4 a_1^2 \cos^2 q x ,
$$

and with $2 \cos^2 q x = 1 + \cos 2 q x$ this becomes

$$
I = a_0^2 + 2 a_1^2 + 4 a_0 a_1 \cos\phi \, \cos q x + 2 a_1^2 \cos 2 q x .
$$

The mean intensity does not depend on focus. Neither does the last term, which comes from the interference of the two first orders with each other; they have equal angles, so their phase difference stays zero. Defocus acts on the middle term alone. This term carries the period of the grating, and its strength relative to focus is $\cos\phi$.

The first harmonic vanishes for the first time when $|\phi| = \pi/2$. With the exact phase, $2\pi n z (1 - c)/\lambda = \pi/2$, and with the quadratic phase, $\pi n z s^2 / \lambda = \pi/2$. The two planes are

$$
z_0 = \frac{\lambda}{4 n (1 - c)} , \qquad z_2 = \frac{\lambda}{2 n s^2} .
$$

Their ratio is $z_2 / z_0 = 2 (1 - c)/s^2 = 2/(1 + c)$, so the quadratic phase puts the null too far from focus. The distance between them follows from $s^2 = (1 - c)(1 + c)$:

$$
z_2 - z_0 = \frac{\lambda}{4n} \, \frac{1}{1 - c} \left( \frac{2}{1 + c} - 1 \right)
= \frac{\lambda}{4n} \, \frac{1}{1 - c} \, \frac{1 - c}{1 + c}
= \frac{\lambda}{4 n (1 + c)} .
$$

This distance lies between $\lambda/(8n)$ at small angles and $\lambda/(4n)$ near $\pi/2$. A coarse grating has its null far from focus, and an error of this size hardly matters there. For a fine grating the null itself is only a fraction of a wavelength away, and the same error becomes a large part of it.

Take $p = 160$ nm with $\lambda$, $n$ and $\mathrm{NA}$ as before. Then $s = 200/(1.5 \times 160) = 0.833$ and $c = 0.553$. The first orders have $n s = 1.25$, so they pass through the pupil, while the second orders would need twice that value and are blocked. The two predictions are

$$
z_0 = \frac{200 \ \text{nm}}{4 \times 1.5 \times 0.447} = 74.5 \ \text{nm} , \qquad
z_2 = \frac{200 \ \text{nm}}{2 \times 1.5 \times 0.694} = 96.0 \ \text{nm} .
$$

The quadratic null is too far by 28.8 % of the exact distance. Images computed with the real-space diffraction integral of the first half lose their first harmonic at 74.53 nm, in agreement with the exact formula.

At $z = 50$ nm the exact phase of the first orders is $-2.356 \times 0.447 = -1.054$ rad, and the first harmonic has fallen to $0.494$ of its value at focus. The quadratic phase would be $-0.818$ rad and would promise $0.68$. At 96.0 nm, where the quadratic form predicts no first harmonic, its true relative value is $-0.437$. The minus sign means that the first harmonic has reversed, while the second harmonic is unchanged. With $a_0 = 0.5$ and $a_1 = 0.3$, the intensity is

$$
I = 0.43 + 0.60 \cos\phi \, \cos q x + 0.18 \cos 2 q x .
$$

At focus it is $1.21$ at $x = 0$ and $0.01$ at $x = p/2$. At 96.0 nm it is $0.35$ at $x = 0$ and $0.87$ at $x = p/2$, so the place that was dark is now the brighter of the two.

If the electric field lies in the plane of incidence instead, the defocus phase is the same but the fields no longer point the same way. The zero order has its field along $x$. The first orders must have theirs at right angles to their directions of travel $(\pm s, c)$, so their fields point along $(c, \mp s)$, where the components are those along $x$ and $z$. The zero order interferes with the $x$ component alone, and the first harmonic becomes $4 a_0 a_1 c \cos\phi \, \cos q x$. It is weaker by the factor $c$ at every focus setting, but it vanishes in the same planes.

If the mask is lit at an angle, the zero order is tilted as well. The phase that matters is then the difference $k z (\cos\theta - \cos\theta')$ for the two interfering orders. It vanishes when they make equal angles with the axis, and such a pair keeps its fringes through focus. The quadratic form also gives zero in that case, since equal angles have equal sines. For unequal angles it replaces the difference of the cosines by half the difference of the squared sines,

$$
\frac{\sin^2\theta' - \sin^2\theta}{2}
= \frac{\cos^2\theta - \cos^2\theta'}{2}
= (\cos\theta - \cos\theta') \, \frac{\cos\theta + \cos\theta'}{2} .
$$

The quadratic phase difference is therefore the exact one multiplied by the mean of the two cosines, which makes it too small. With one wave on the axis, this mean is $(1 + c)/2$, the factor found before. When both waves are steep the mean is smaller still, and the relative error of the quadratic phase difference is then larger, even though the phase difference itself may be small.

## Values computed for the example and the checks

```
vacuum wavelength: 200.0 nm
refractive index: 1.50
numerical aperture: 1.35
defocus z: 50.0 nm
common axial phase: 2.3562 rad
rho 0.25: sin(theta) 0.2250, cos(theta) 0.9744
  exact phase: -0.0604 rad
  quadratic phase: -0.0596 rad
  exact/quadratic: 1.0130
rho 0.50: sin(theta) 0.4500, cos(theta) 0.8930
  exact phase: -0.2520 rad
  quadratic phase: -0.2386 rad
  exact/quadratic: 1.0565
rho 0.75: sin(theta) 0.6750, cos(theta) 0.7378
  exact phase: -0.6178 rad
  quadratic phase: -0.5368 rad
  exact/quadratic: 1.1509
rho 1.00: sin(theta) 0.9000, cos(theta) 0.4359
  exact phase: -1.3292 rad
  quadratic phase: -0.9543 rad
  exact/quadratic: 1.3929
largest diffraction-formula gap: 1.1e-05 rad
power of sin(theta) in quadratic error: 4.0002
small-angle case: sin(theta) 0.20
  chosen phase error: 0.10 rad
  defocus giving that error: 10397 nm
fixed n sin(theta): 0.90
  phase for n = 1.00: -0.8861 rad
  phase for n = 1.50: -0.4712 rad
  ratio of the two phases: 1.880
grating period: 160.0 nm
  order 0 amplitude: 0.50 (relative)
  order +-1 amplitude: 0.30 (relative)
  sin(theta): 0.8333
  cos(theta): 0.5528
  first null, exact formula: 74.53 nm
  first null, computed image: 74.53 nm
  first null, quadratic phase: 96.00 nm
  quadratic null too far by: 28.8 %
  relative harmonic at z = 50.0 nm: 0.4943
  relative harmonic at quadratic null: -0.4371
```
